# Parabolic Metal Recession and Interfacial Solute Depletion in Selective Oxidation, part 1

(Sections cited here and not found follow in the second part.)

## Moving surface and conservation of atoms

Let a binary alloy of solvent A and solute B occupy the half-space \(x>0\) before oxidation begins. The coordinate \(x\) is measured from the original surface and increases into the metal. The atomic fraction of B is \(N(x,t)\), so that of A is \(1-N\). The initial alloy is uniform, with \(N=N_0\) and \(0<N_0<1\). At time \(t\) the metal surface lies at \(x=X(t)\), and the fraction of B just inside the metal is \(N_i\). The molar volume of the alloy is \(V_m\), taken as constant, and \(c=1/V_m\) is the total number of moles of atoms per unit volume. Fluxes \(J_A\) and \(J_B\) are in moles per unit area and time and are positive in the direction of increasing \(x\).

Selective oxidation means here that the growing scale takes up B and no A. Its thickness and the metal recession follow the parabolic laws

\[
X_s=\sqrt{2k_s t},\qquad X=\sqrt{2k_c t}. \tag{1}
\]

The factor 2 is part of the definition of both constants. It makes the growth rate \(dX_s/dt=k_s/X_s\), as differentiation of \(X_s^2=2k_s t\) shows. The constants \(k_s\) and \(k_c\) refer to different thicknesses, and their relation will follow from a count of B atoms.

The alloy is treated as planar, semi-infinite and single-phase. No oxide particles form inside it, no pores form, and no oxide evaporates. The parabolic law is assumed to hold from \(t=0\). These statements define the model. The second half estimates when finite thickness and evaporation begin to matter, and it also relaxes the assumptions of a constant diffusivity and a constant molar volume.

The reference frame needs care, because the metal loses atoms while its surface moves. Let the distant alloy be at rest. Adding the conservation equations of the two species gives

\[
\frac{\partial c}{\partial t}+\frac{\partial}{\partial x}(J_A+J_B)=0 .
\]

The first term vanishes because \(c\) is constant. The sum \(J_A+J_B\) is therefore the same at every \(x\) in the metal. Far from the surface there is neither a composition gradient nor motion, so the sum is zero there, and hence throughout the alloy:

\[
J_A=-J_B . \tag{2}
\]

This does not require A and B to jump between lattice sites equally fast. If they do not, lattice planes in the diffusion zone drift, and vacancies must be created or absorbed there to keep the density constant. The interdiffusivity \(D\) describes the combined result in the chosen frame through

\[
J_B=-cD\frac{\partial N}{\partial x}. \tag{3}
\]

For constant \(D\), conservation of B, \(c\,\partial N/\partial t=-\partial J_B/\partial x\), becomes

\[
\frac{\partial N}{\partial t}=D\frac{\partial^2N}{\partial x^2},
\qquad x>X(t). \tag{4}
\]

The solute increases from the depleted surface toward the interior. Thus \(\partial N/\partial x>0\), and equation (3) gives \(J_B<0\): B diffuses toward the scale. By equation (2), A diffuses away from it.

The surface condition follows from counting atoms that cross a moving plane. Write \(v=dX/dt\) for the recession speed. In a short time \(dt\), the surface sweeps through a layer of thickness \(v\,dt\), which contains \(c(1-N_i)v\,dt\) moles of A per unit area. If A did not diffuse, that amount would pass to the scale side. Diffusion meanwhile carries \(J_A\,dt\) into the metal. The net loss of A from the alloy per unit area and time is therefore

\[
c(1-N_i)v-J_A(X,t).
\]

No A enters the scale, so this loss is zero. Equations (2) and (3) give \(J_A=cD\,\partial N/\partial x\), and division by \(c\) yields

\[
D\left.\frac{\partial N}{\partial x}\right|_{X}
=(1-N_i)\frac{dX}{dt}. \tag{5}
\]

The factor \(1-N_i\) is the fraction of A in the alloy overtaken by the surface. All this A must be driven inward by diffusion. An equal number of B atoms comes outward, because the total flux vanishes.

The same count for B provides a check on the signs. Its rate of loss from the alloy is

\[
cN_i v-J_B(X,t)
=cN_i v+cD\left.\frac{\partial N}{\partial x}\right|_X .
\]

Substitution of equation (5) turns the right side into \(cN_i v+c(1-N_i)v=cv\). The B entering the scale thus equals the total number of atoms removed from the alloy. It has two parts: solute overtaken by the surface, \(cN_i v\), and solute brought by diffusion, \(c(1-N_i)v\).

This result relates recession to scale thickness. Let \(V_{ox}\) be the volume of oxide that contains one mole of B. A scale of thickness \(X_s\) contains \(X_s/V_{ox}\) moles of B per unit area. Integration of \(cv\) from zero to \(t\) gives \(cX=X/V_m\). Equating the two amounts,

\[
\frac{X_s}{V_{ox}}=\frac{X}{V_m},
\qquad
X=\frac{V_m}{V_{ox}}X_s .
\]

Squaring the second relation and using equation (1) gives \(2k_ct=(V_m/V_{ox})^2\,2k_st\), and therefore

\[
k_c=k_s\left(\frac{V_m}{V_{ox}}\right)^2 . \tag{6}
\]

The square appears because a parabolic constant is proportional to the square of a thickness.

The diffusion problem can now be solved. The initial fraction is uniform, the alloy has no finite thickness, and the surface position is proportional to \(\sqrt t\). No fixed length enters, so the profile can depend on position and time through the ratio

\[
\eta=\frac{x}{2\sqrt{Dt}},\qquad N(x,t)=f(\eta).
\]

At the moving surface this ratio has the constant value

\[
u=\frac{X}{2\sqrt{Dt}}
=\frac{\sqrt{2k_ct}}{2\sqrt{Dt}}
=\sqrt{\frac{k_c}{2D}} . \tag{7}
\]

The number \(u\) compares the recession with the distance over which the alloy can redistribute its atoms. A small \(u\) means that the depleted zone is much wider than the metal layer consumed.

The derivatives needed in equation (4) are

\[
\frac{\partial\eta}{\partial t}=-\frac{\eta}{2t},\qquad
\frac{\partial\eta}{\partial x}=\frac{1}{2\sqrt{Dt}} .
\]

By the chain rule, equation (4) becomes

\[
-\frac{\eta}{2t}f'(\eta)=D\,\frac{1}{4Dt}f''(\eta).
\]

Multiplication by \(4t\) gives

\[
f''+2\eta f'=0 .
\]

Multiplying by \(e^{\eta^2}\) makes the left side the derivative of a product, since

\[
\frac{d}{d\eta}\left(e^{\eta^2}f'\right)
=e^{\eta^2}(f''+2\eta f')=0 .
\]

It follows that \(f'=Ce^{-\eta^2}\), with \(C\) constant. The condition \(f(\infty)=N_0\) represents both the distant alloy and the initial state: at any fixed \(x>0\), \(\eta\) tends to infinity as \(t\) tends to zero. Integrating from \(\eta\) to infinity gives

\[
N_0-f(\eta)=C\int_\eta^\infty e^{-z^2}\,dz
=\frac{\sqrt\pi}{2}C\,\operatorname{erfc}\eta ,
\]

where the complementary error function is defined by

\[
\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}
\int_\eta^\infty e^{-z^2}\,dz .
\]

At the surface \(\eta=u\) and \(f=N_i\). Hence

\[
C=\frac{2(N_0-N_i)}{\sqrt\pi\,\operatorname{erfc}u},
\]

and the solute profile is

\[
N(x,t)=N_0-(N_0-N_i)
\frac{\operatorname{erfc}[x/(2\sqrt{Dt})]}
{\operatorname{erfc}u}. \tag{8}
\]

The surface fraction \(N_i\) is still unknown. It is fixed by equation (5), for which the gradient at the surface is required. Since \(\partial N/\partial x=f'/(2\sqrt{Dt})\), the value of \(C\) gives

\[
\left.\frac{\partial N}{\partial x}\right|_X
=\frac{(N_0-N_i)e^{-u^2}}
{\sqrt{\pi Dt}\,\operatorname{erfc}u}. \tag{9}
\]

The recession speed follows from \(X=2u\sqrt{Dt}\):

\[
\frac{dX}{dt}=2u\sqrt D\,\frac{1}{2\sqrt t}
=u\sqrt{\frac Dt}. \tag{10}
\]

Inserting equations (9) and (10) into equation (5),

\[
\sqrt{\frac Dt}\,
\frac{(N_0-N_i)e^{-u^2}}{\sqrt\pi\,\operatorname{erfc}u}
=(1-N_i)u\sqrt{\frac Dt}.
\]

The common factor \(\sqrt{D/t}\) cancels. Multiplication by \(\sqrt\pi\,e^{u^2}\operatorname{erfc}u\) and division by \(1-N_i\) then give the required law:

\[
\boxed{\frac{N_0-N_i}{1-N_i}=F(u),\qquad
F(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u.} \tag{11}
\]

To solve for the surface fraction, write \(N_0-N_i=F-FN_i\). Collecting the terms in \(N_i\) gives \(N_0-F=(1-F)N_i\), so

\[
N_i=\frac{N_0-F(u)}{1-F(u)}. \tag{12}
\]

Subtracting both sides from one leads to the useful equivalent form

\[
1-N_i=\frac{1-N_0}{1-F(u)}. \tag{13}
\]

Equation (13) describes the process from the solvent's side. The retreating surface pushes A into the metal, and the fraction of A at the surface rises by the factor \(1/(1-F)\).

The cancellation of time has a direct meaning. Demand for B falls as \(t^{-1/2}\) because the scale thickens. The diffusive supply at a given surface fraction falls by the same factor because the depleted zone widens. Their balance therefore keeps \(N_i\) constant, although the amount of B lost continues to grow. This constancy depends on the parabolic law and on an alloy thick enough to act as semi-infinite.

A count over the whole depleted zone tests the local balance. The layer originally between zero and \(X\) contained \(cN_0X\) moles of B per unit area. The remaining alloy has lost a further amount \(c\Delta\), where

\[
\Delta=\int_X^\infty(N_0-N)\,dx .
\]

Insert equation (8) and use \(dx=2\sqrt{Dt}\,d\eta\). The integral that appears is evaluated by parts, with the derivative of \(\operatorname{erfc}\eta\) equal to \(-2e^{-\eta^2}/\sqrt\pi\):

\[
\begin{aligned}
\int_u^\infty\operatorname{erfc}\eta\,d\eta
&=-u\operatorname{erfc}u+
\frac{2}{\sqrt\pi}\int_u^\infty\eta e^{-\eta^2}\,d\eta\\
&=\frac{e^{-u^2}}{\sqrt\pi}-u\operatorname{erfc}u .
\end{aligned}
\]

Division by \(\operatorname{erfc}u\) and the definition of \(F\) turn this into \(u(1/F-1)\). Therefore

\[
\Delta=2u\sqrt{Dt}\,(N_0-N_i)\frac{1-F}{F}
=X(N_0-N_i)\frac{1-F}{F}.
\]

Equation (13) gives \(N_0-N_i=(1-N_0)/(1-F)-(1-N_0)=(1-N_0)F/(1-F)\). Hence

\[
\Delta=(1-N_0)X,\qquad N_0X+\Delta=X. \tag{14}
\]

The total is the amount required by the scale. Equation (14) also divides its origin: a fraction \(N_0\) equals the B originally present in the consumed layer, and a fraction \(1-N_0\) equals the deficit left in the remaining metal. The deficit has the same magnitude as the A displaced from the consumed layer.

The law can also be tested without assuming the profile (8). Let \(y=x-X(t)\) be the distance from the moving surface and \(m(y,t)=1-N\) the fraction of A. At fixed \(x\), \(y\) changes at the rate \(-v\), so the diffusion equation for A becomes

\[
\frac{\partial m}{\partial t}
=\frac{\partial}{\partial y}\left(D\frac{\partial m}{\partial y}+vm\right),
\qquad
D\frac{\partial m}{\partial y}+vm=0\ \text{ at }y=0 .
\]

This is the motion of conserved A atoms ahead of an impermeable wall. It was solved by finite volumes from a uniform initial alloy, with 1000 cells across ten final lengths \(\sqrt{Dt}\). The test cases were \((N_0,u)=(0.22,0.0729)\), \((0.60,0.30)\) and \((0.22,0.1451)\). Surface values at one quarter of the exposure and at its end, together with the full final profiles, differed from equations (8) and (12) by at most \(3.2\times10^{-6}\) in atomic fraction. The calculation therefore tests the approach from the initial state as well as the final formula.

Counting atoms at the moving surface has given the solute profile and a surface fraction \(N_i\) that stays constant during parabolic growth, fixed by \(N_0\) and \(u\) alone. What remains is to find the largest growth rate the alloy can supply, to work out the size of the depletion in an example, and to estimate the effects the model neglects.
